# Carbonyl force constants of Mn(CO)5Br from three infrared bands

## The problem

Mn(CO)$_5$Br has one axial carbonyl, trans to bromine, and four equivalent equatorial ones. Its infrared spectrum shows three CO stretching bands. Rough energies, rounded to half a meV, are

- upper $A_1$, weak: 0.2650 eV
- $E$, strong: 0.2545 eV
- lower $A_1$, medium: 0.2490 eV

Let $r_5$ be the stretch of the axial CO and $r_1,\dots,r_4$ the stretches of the equatorial ones, numbered around the ring. The potential is

$$V=\tfrac12 k_1r_5^2+\tfrac12 k_2\sum_{i=1}^4 r_i^2+\sum_{i<j}k_{ij}r_ir_j ,$$

where each pair is counted once. Every cis pair has $k_{ij}=k$, and the two trans pairs, (1,3) and (2,4), have $k_{ij}=2k$. Each CO is treated as a separate oscillator of reduced mass $\mu$, so motion of the metal and of the Mn–C bonds is ignored, and the bands are treated as harmonic.

1. Find $k_1$, $k_2$ and $k$.
2. Predict the fourth CO stretch, of $B_1$ symmetry, which is silent in the infrared.
3. Judge how far the numbers can be trusted.

## Hints

**Hint 1.** In atomic units ($\hbar=1$) a band of energy $\omega$ gives $K=\mu\omega^2$, which is an eigenvalue of the $5\times5$ matrix of force constants.

**Hint 2.** Symmetry splits this matrix into single numbers and one $2\times2$ block.

**Hint 3.** Use the $E$ band to remove $k_2$, and the trace of the $A_1$ block to remove $k_1$. The determinant then leaves an equation for $k$ alone.

**Hint 4.** That equation is quadratic. Ask what each root says about the intensity of the upper $A_1$ band.

## Full solution

### Why the trans constant is taken as twice the cis one

Filled metal $d_\pi$ orbitals donate into the empty $\pi^*$ orbitals of CO. Put one $d$ orbital at energy zero, coupled with strength $t$ to $\pi^*$ orbitals at energies $\Delta_i$. Its lowered energy $\varepsilon$ obeys

$$\varepsilon=-\sum_i\frac{t^2}{\Delta_i-\varepsilon}\approx-\sum_i\frac{t^2}{\Delta_i}+\sum_i\frac{t^2}{\Delta_i}\sum_j\frac{t^2}{\Delta_j^2},$$

to fourth order in $t$. Stretching a CO lowers its $\pi^*$ level, $\Delta_i=\Delta-gr_i$. The last term then links different ligands. Its mixed second derivative is $4g^2t^4/\Delta^5$, or $8g^2t^4/\Delta^5$ for two electrons. This is positive, and it arises once for each shared $d$ orbital. Trans carbonyls on the $x$ axis share $d_{xy}$ and $d_{xz}$, while cis carbonyls share one orbital. At this order the ratio is therefore two.

Beyond this order the ratio is approximate, because $d_{xy}$ serves four carbonyls but $d_{xz}$ and $d_{yz}$ serve three each. Take $t=1$ eV, $\Delta=5$ eV and $g=5$ eV/Å, and differentiate the numerically diagonalized orbital energies. The interactions are 0.055 (trans), 0.025 (cis, both equatorial) and 0.030 eV/Å$^2$ (cis, axial–equatorial). The ratios are 2.2 and 1.8. The fourth-order formula gives 0.064 eV/Å$^2$ per shared orbital here, more than twice the numerical values, so these parameters are already outside its range. Stronger coupling moves the ratios further from two, to 2.5 and 1.7 at $t=2$ eV. These interactions are far smaller than the fitted $k$ found below. The model therefore shows how a ratio near two can arise, but it does not establish that ratio for the whole interaction. The ratio remains an assumption, and Variation 2 examines its effect.

### Symmetry coordinates

The equations of motion are $\mu\ddot r_i=-\sum_jF_{ij}r_j$, with $F_{ii}=k_1$ or $k_2$ and $F_{ij}=k_{ij}$. A vibration at frequency $\omega$ obeys $Fv=\mu\omega^2v=Kv$.

The numbers of CO bonds left in place by the $C_{4v}$ operations are 5 (identity), 1 (each $C_4$), 1 ($C_2$), 3 (each $\sigma_v$, containing CO bonds of the ring) and 1 (each $\sigma_d$). Reduction gives $2A_1+B_1+E$. Suitable normalized coordinates are

- $A_1$: $r_5$ and $\tfrac12(r_1+r_2+r_3+r_4)$
- $B_1$: $\tfrac12(r_1-r_2+r_3-r_4)$
- $E$: $(r_1-r_3)/\sqrt2$ and $(r_2-r_4)/\sqrt2$

In an $E$ coordinate the trans partner moves oppositely, and the forces on the cis neighbours cancel:

$$K_E=k_2-2k .$$

In $B_1$ the trans partner moves in phase and the two cis neighbours oppositely:

$$K_{B_1}=k_2+2k-2k=k_2 .$$

In the equatorial $A_1$ coordinate all partners move in phase, which gives $k_2+2k+2k=k_2+4k$. Its coupling to $r_5$ is $4\times\tfrac12\times k=2k$. The $A_1$ block is therefore

$$M=\begin{pmatrix}k_1&2k\\2k&k_2+4k\end{pmatrix}.$$

### Elimination

Let $a$, $b$ and $e$ be the $K$ values of the upper $A_1$, lower $A_1$ and $E$ bands. The $E$ band gives

$$k_2=e+2k ,$$

so the lower right element of $M$ is $x=e+6k$. The trace of $M$ is $a+b$, hence

$$k_1=a+b-x=a+b-e-6k .$$

The determinant of $M$ is $ab$:

$$(a+b-x)x-4k^2=ab .$$

Since $(a+b-x)x-ab=(a-x)(x-b)$, this becomes

$$(a-x)(x-b)=4k^2 .$$

Now set $A=a-e$ and $B=b-e$, so that $a-x=A-6k$ and $x-b=6k-B$. Then

$$(A-6k)(6k-B)=6(A+B)k-AB-36k^2=4k^2,$$

$$40k^2-6(A+B)k+AB=0,$$

$$k=\frac{3(A+B)\pm\sqrt{9(A+B)^2-40AB}}{40}.$$

### Which root

Here the $E$ band lies between the two $A_1$ bands, so $A>0>B$. The product of the roots, $AB/40$, is negative: one root is positive and one negative.

The positive root also fixes the order of the force constants. Subtracting $e$ from the diagonal of $M$ and taking the determinant gives

$$AB=6k(k_1-e)-4k^2 .$$

With $AB<0$ and $k>0$, this means $k_1<e+\tfrac23k$. Since $e=k_2-2k$,

$$k_1<k_2-\tfrac43k .$$

In this model, an $E$ band between the $A_1$ bands and a positive interaction together require the axial CO to be the softer one.

### Numbers

For $^{12}$C and $^{16}$O, $\mu=6.8562$ u, or 12498.1 electron masses. One hartree is 27.2114 eV, and one atomic unit of force constant is 97.1736 eV/Å$^2$. With $\omega$ in eV,

$$K=\frac{12498.1\times97.1736}{27.2114^2}\,\omega^2=1640.18\,\omega^2\ \text{eV/Å}^2 .$$

The result rests on small differences, so extra digits are carried until the end. In eV/Å$^2$,

$$a=115.182,\qquad e=106.235,\qquad b=101.693,$$

$$A=8.947,\qquad B=-4.542,\qquad A+B=4.405,$$

and $AB=-40.637$ (eV/Å$^2$)$^2$. The square root is 42.43, so

$$k=\frac{3(4.405)+42.43}{40}=1.39,$$

$$k_2=106.235+2(1.391)=109.0,$$

$$k_1=115.182+101.693-106.235-6(1.391)=102.3 .$$

| Constant | eV/Å$^2$ | N/m |
|---|---:|---:|
| $k_1$, axial | 102.3 | 1640 |
| $k_2$, equatorial | 109.0 | 1750 |
| $k$, cis | 1.39 | 22 |

The trans interaction is $2k=2.78$ eV/Å$^2$. The $B_1$ band follows from $K_{B_1}=k_2$:

$$\omega_{B_1}=\sqrt{109.02/1640.18}=0.2578\ \text{eV},$$

or about 2080 cm$^{-1}$.

The other root is $k=-0.73$, with $k_1=115.0$ and $k_2=104.8$ eV/Å$^2$. It reproduces the same three energies, so energies alone do not exclude it. Intensities do. Suppose that each CO stretch produces an equal dipole along its bond and that the bonds are perpendicular or opposite. The four equatorial dipoles cancel in an $A_1$ mode, leaving the axial part. The first row of $(M-a)v=0$ gives $v_1/v_2=2k/(a-k_1)$, and the axial share of the upper band is

$$\frac{v_1^2}{v_1^2+v_2^2}=\frac{4k^2}{(a-k_1)^2+4k^2}.$$

For the positive root this is 0.045, and the lower $A_1$ band has the remaining 0.955. Each $E$ mode has dipole $\sqrt2$, so the pair has intensity $2+2=4$. This is the given pattern: weak, strong, medium. The negative root gives the upper band 0.988 and the lower one 0.012, which contradicts it.

### Reading the result

When $A$ is much smaller than $|B|$, the equation $(A-6k)(6k-B)=4k^2$ gives $k\approx A/6$ to leading order. The distance from the $E$ band to the upper $A_1$ band then measures the interaction directly. Here $A/6=1.49$ eV/Å$^2$, close to the full result although $A$ is not small. The reason is that for $B<0$ and $k>0$ the equation gives $A-6k=4k^2/(6k-B)<\tfrac23k$, so $k$ always lies between $3A/20$ and $A/6$. The difference comes from mixing with the axial stretch, which pushes the upper band up by $a-x=0.60$ eV/Å$^2$.

The softer axial bond is consistent with stronger back-donation into the CO opposite bromide, which does not compete for $d_\pi$ electrons as a CO would. This is an interpretation; the three frequencies do not prove it.

### How far the numbers can be trusted

The inputs are typical of the real compound but rough. Moving each by up to 0.25 meV, in all combinations of the extreme shifts, changes $k_1$ by at most 0.26, $k_2$ by 0.22 and $k$ by 0.065 eV/Å$^2$. This covers rounding only; measured bands that differ more from these inputs can shift the constants further.

Real carbonyls also move the metal–carbon bonds. To size this, take a twelve-atom model with springs along the bonds, 12 eV/Å$^2$ for Mn–C and 8 eV/Å$^2$ for Mn–Br (rough values), and no bending. Adjusting the CO constants numerically to recover the same three bands gives $k_1=98.2$, $k_2=104.9$ and $k=1.41$ eV/Å$^2$. In this model the main constants fall by about 4 percent relative to the simple inversion. The size and even the sign of this shift depend on a term the model leaves out, the interaction between the Mn–C and C–O stretches of the same ligand. A positive constant of 2 eV/Å$^2$ for it reduces the fall to under 2 percent, 3.5 eV/Å$^2$ removes it, and larger values turn it into a rise. The 4 percent is therefore a rough scale of the uncertainty, not a correction to apply.

Allowing for anharmonicity raises the constants. Suppose that it lowers each observed band by roughly 3 meV. Adding this back before the inversion raises $k_1$ and $k_2$ by 2.4 and 2.3 percent. Using the same correction for all bands is an assumption. A smaller case supports it: for two equal Morse oscillators with this lowering, coupled by the trans interaction found here, numerical diagonalization lowers the two bands by 2.93 and 2.90 meV.

In these two refits $k_2-k_1$ is 6.7 and 6.8 eV/Å$^2$, against 6.7 in the simple inversion. Both corrections treat the axial and equatorial bonds alike, so they largely cancel in the difference. Unequal Mn–C springs would not cancel in this way: changing the axial spring by 2 eV/Å$^2$ changes $k_2-k_1$ by about 0.7 eV/Å$^2$. Thermally excited CO stretches can be ignored: at 300 K the Boltzmann factor of the lowest of the three levels is $7\times10^{-5}$. Shifts caused by excited low-frequency modes are not treated here.

## Variation 1: both $A_1$ bands above the $E$ band

**Question.** What changes if $a>b>e$?

**Solution.** Now $A>B>0$. The sum of the roots, $6(A+B)/40$, and their product, $AB/40$, are both positive. If the roots are real, both are positive, and the sign of $k$ no longer selects one.

They need not be real. With $s=B/A$, the quantity under the square root is

$$A^2\left[9(1+s)^2-40s\right]=A^2(9s^2-22s+9).$$

It vanishes at $s=(11\pm\sqrt{40})/9$, or 0.52 and 1.93. Since $s<1$ here, a solution requires $s\le0.52$. Bands with a larger ratio cannot be fitted by this model, which points to a wrong assignment or to a failure of one of the model's assumptions: the chosen interactions, the neglect of metal–carbon motion or the harmonic treatment.

Take $s=\tfrac12$ as an example. The square root is $A/2$, and

$$k=\frac{4.5A\pm0.5A}{40}=\frac A8\ \text{or}\ \frac A{10}.$$

From $k_1=e+\tfrac32A-6k$, the axial constants are $e+0.75A$ and $e+0.90A$. The axial shares of the upper $A_1$ band are

$$\frac{(0.25)^2}{(0.25)^2+(0.25)^2}=0.5,\qquad\frac{(0.20)^2}{(0.10)^2+(0.20)^2}=0.8 .$$

The two $A_1$ bands would be equally strong in the first case and in the ratio 4:1 in the second, so their relative intensity can decide.

## Variation 2: a different trans-to-cis ratio

**Question.** Let the trans interaction be $\rho k$, with all cis interactions still equal to $k$. How much depends on $\rho=2$?

**Solution.** The $E$ band now gives $k_2=e+\rho k$. The equatorial $A_1$ element is

$$k_2+\rho k+2k=e+qk,\qquad q=2(\rho+1),$$

and its coupling to the axial stretch is still $2k$. The same elimination gives $(A-qk)(qk-B)=4k^2$, or

$$(q^2+4)k^2-q(A+B)k+AB=0 .$$

For $\rho=2$, $q=6$ and the earlier equation returns. The $B_1$ band becomes

$$K_{B_1}=k_2+\rho k-2k=e+2(\rho-1)k .$$

With the three input energies held fixed, the positive roots give

| $\rho$ | $k_1$ (eV/Å$^2$) | $k_2$ (eV/Å$^2$) | $k$ (eV/Å$^2$) | $B_1$ (eV) |
|---:|---:|---:|---:|---:|
| 1.5 | 102.5 | 108.7 | 1.62 | 0.2564 |
| 2.0 | 102.3 | 109.0 | 1.39 | 0.2578 |
| 2.5 | 102.1 | 109.3 | 1.21 | 0.2588 |

The main constants move by less than half a percent, but $k$ moves by 13 to 17 percent relative to its value at $\rho=2$. The interaction constant is therefore the result most tied to the assumption. The difference $k_2-k_1$ also depends on it, running from 6.1 to 7.1 eV/Å$^2$ across the table.

The $B_1$ band shifts by 2.4 meV across the table. It is Raman-allowed in $C_{4v}$, so a measured value would test the ratio, within the $\pm0.26$ meV that the rounding of the three inputs leaves in the prediction. Two other departures tried here matter less for this band: making the axial–equatorial interaction 20 percent larger than the equatorial cis one, with the trans constant kept at twice the latter, moves the predicted $B_1$ energy by about 0.1 meV. The metal-spring refit moves it by a similar amount.

All numerical values are calculated from the stated model.
